# Kinetic Demixing of a Mixed Oxide in an Oxygen-Potential Gradient, part 2

A wall of mixed oxide (A,B)O, initially uniform, separates air from a lean gas. The oxygen gradient drives both divalent cations towards the air side, and the wall demixes although no cation leaves it. Oxygen ions are immobile; cations move through doubly charged vacancies, compensated by holes.

The coordinate \(\xi\) runs from the low-oxygen face at 0 to the high-oxygen face at \(\ell\); a prime denotes \(d/d\xi\). The cation fractions are \(x_A=x\) and \(x_B=1-x\), with mean \(\bar x\) and face values \(x_l\), \(x_h\). Vacancies and holes per cation site obey \(Vh^2=K\sqrt p\), with \(K\) constant and \(p\) the oxygen pressure. The scaled oxygen potential is \(u=\tfrac12\ln(p/p_h)\), and \(w=V(p)/V(p_h)\), where \(p_h\) is the pressure at the high-oxygen face:

\[
3\ln w=u,\qquad w=e^{u/3}=(p/p_h)^{1/6}. \tag{3}
\]

Easy hole conduction fixes the electric potential \(\phi\):

\[
\ln h+\frac{e\phi}{k_BT}=\text{const}. \tag{6}
\]

Fluxes relative to the oxygen lattice, positive towards high oxygen, are

\[
j_i=-cD_iwx_i\left[(\ln x_i)'-3(\ln w)'\right]
=-cD_iwx_i\left[(\ln x_i)'-u'\right]. \tag{7}
\]

Here \(c\) is cations per volume and \(D_i\) the diffusivity at the high-oxygen face, proportional to the jump rate \(\nu_i\) into a vacancy. In the steady state, with crystal velocity \(v\) and \(\beta=D_A/D_B\),

\[
\frac{j_A}{x}=\frac{j_B}{1-x}=cv. \tag{9}
\]

\[
v=D_Aw\left(u'-\frac{x'}{x}\right),\qquad
v=D_Bw\left(u'+\frac{x'}{1-x}\right). \tag{10}
\]

\[
(\beta-1)u'=x'\left(\frac{\beta}{x}+\frac1{1-x}\right). \tag{11}
\]

\[
\frac{dx}{du}=\frac{(\beta-1)x(1-x)}{\beta(1-x)+x}. \tag{12}
\]

\[
\boxed{\frac{x^\beta}{1-x}=\text{const}\times p^{(\beta-1)/2}.} \tag{13}
\]

\[
v\left(\frac{x}{D_A}+\frac{1-x}{D_B}\right)=wu'. \tag{15}
\]

Cation conservation requires

\[
\frac{\displaystyle\int_{x_l}^{x_h}\frac{w\,dx}{1-x}}
{\displaystyle\int_{x_l}^{x_h}\frac{w\,dx}{x(1-x)}}=\bar x. \tag{17}
\]

The example has \(\ell=500\) µm, 1500 K, 160 and 1.6 Torr, \(\beta=3\), \(\bar x=0.5\) and \(D_A=10^{-8}\) cm²/s. Then \(x\) rises from 0.221 to 0.725, a difference of 0.504, and \(v=1.61\times10^{-7}\) cm/s. A time-dependent hopping calculation reaches 90% of this difference after 26 h.

### What "faster" means in general

Equation (7) assumes an ideal solution and a flux of each cation that responds to its own force alone. Both assumptions can be removed without losing the sign.

A neutral metal atom A is the ion A²⁺ plus two electrons. With easy electronic conduction the electrons have no gradient of electrochemical potential, so the force on the ion is minus the gradient of the chemical potential of the metal, \(\mu_A\). Local equilibrium with the oxide component AO gives \(\mu_A=\mu_{AO}-\mu_O\), and \(\mu_O'=k_BTu'\). In units of \(k_BT\) the force is thus \(u'-(\ln a_{AO})'\), where \(a_{AO}\) is the activity of AO. The same holds for B.

Define the thermodynamic factor by \(d\ln a_{AO}=\Gamma\,dx/x\). The Gibbs–Duhem relation \(x\,d\ln a_{AO}+(1-x)\,d\ln a_{BO}=0\) then gives \(d\ln a_{BO}=-\Gamma\,dx/(1-x)\). The forces are

\[
X_A=u'-\frac{\Gamma x'}{x},\qquad X_B=u'+\frac{\Gamma x'}{1-x}. \tag{20}
\]

For \(\Gamma=1\) they reproduce (7). In linear response each flux may depend on both forces:

\[
j_i=cw\sum_jL_{ij}X_j,\qquad L_{AB}=L_{BA}. \tag{21}
\]

The steady condition (9) becomes

\[
\frac{L_{AA}X_A+L_{AB}X_B}{x}=\frac{L_{AB}X_A+L_{BB}X_B}{1-x}.
\]

Insert (20), and collect the terms in \(u'\) on one side and those in \(x'\) on the other:

\[
\Gamma\frac{dx}{du}=
\frac{\displaystyle\frac{L_{AA}+L_{AB}}{x}-\frac{L_{AB}+L_{BB}}{1-x}}
{\displaystyle\frac{L_{AA}}{x^2}-\frac{2L_{AB}}{x(1-x)}+\frac{L_{BB}}{(1-x)^2}}. \tag{22}
\]

The denominator is the quadratic form of the matrix \(L\) with the vector \((1/x,\,-1/(1-x))\). Positive entropy production makes \(L\) positive definite, so the denominator is positive. A solution stable against separation into two phases has \(\Gamma>0\). The sign is therefore that of the numerator.

By (21), a uniform crystal has \(j_A/(cx)=wu'(L_{AA}+L_{AB})/x\), and similarly for B. The numerator is the difference of these two drift velocities, divided by \(wu'\). The faster cation is the one that drifts faster in the uniform crystal under the oxygen gradient. If this order holds at every composition and pressure in the wall, that cation is enriched towards high oxygen throughout. If the order reverses somewhere, so does the slope, and the comparison of the two faces needs the full integration of (22).

### Correlated vacancy jumps

Cross terms do arise from vacancies. An atom that has just exchanged with a vacancy has that vacancy beside it and may jump straight back. Manning's approximation for a random alloy expresses the matrix in terms of tracer diffusivities:

\[
L_{ij}=x_iD_i\left(\delta_{ij}+s\frac{x_jD_j}{S}\right),\quad
S=xD_A+(1-x)D_B,\quad s=\frac{1-f}{f}. \tag{23}
\]

The correlation factor is \(f=0.7815\) for the fcc lattice, on which the rocksalt cations lie. The sum over \(j\) gives \(L_{iA}+L_{iB}=x_iD_i(1+s)=x_iD_i/f\). The ratio of drift velocities is then the ratio of tracer diffusivities, and the tracer data identify the faster cation.

To obtain the slope, divide the sums by \(x_i\); the numerator of (22) is \((D_A-D_B)/f\). In the denominator the diagonal part of (23) gives \(D_A/x+D_B/(1-x)\), and the part with \(s\) gives \((s/S)(D_A-D_B)^2\). Hence

\[
\Gamma\frac{dx}{du}=\frac{(D_A-D_B)/f}
{\displaystyle\frac{D_A}{x}+\frac{D_B}{1-x}+\frac sS(D_A-D_B)^2}. \tag{24}
\]

For \(\beta=3\), \(x=0.5\) and \(\Gamma=1\), measure diffusivities in units of \(D_B\). The numerator is \(2/0.7815=2.56\), and the denominator is \(6+2+0.280\times4/2=8.56\). The slope is 0.299, compared with 0.25 from (12). Over the whole wall, with the ratio of tracer diffusivities held at 3, the difference in A fraction rises from 0.504 to 0.581, by 15%.

Relations (23) were tested by a Monte Carlo simulation of one vacancy in a periodic fcc cell of 512 sites, filled at random with nearly equal numbers of A and B. There were 1000 copies with 6000 jumps each, and A exchanged with the vacancy three times as readily as B. The simulated \(L_{AA}\) and \(L_{BB}\) exceed Manning's values by 3% and 1.5%. The cross coefficient, divided by \(\sqrt{L_{AA}L_{BB}}\), is 0.108 in the simulation and 0.112 in the approximation. The drift ratio is 2.40 and the tracer ratio 2.36, so the two agree to about 2%. These simulated values scatter by about 1% with sampling and cell size.

The tracer ratio is below the jump-rate ratio of 3. Immediate return jumps act in this direction. If the other eleven neighbours of the vacancy have the mean rate 2, the next jump returns an A atom with probability \(3/(3+22)=0.12\) and a B atom with probability \(1/(1+22)=0.04\). More of the A jumps are undone. Two ratios must therefore be kept apart: in (4)–(18), \(\beta\) is the ratio of jump rates, while (23) and (24) contain tracer diffusivities. With the tracer ratio 2.36 that belongs to a jump-rate ratio of 3, (24) gives a slope of 0.248, close to the 0.25 of (12). This is no accident. In the random-alloy model the coefficients obey the sum rule \(\sum_jL_{ij}/\nu_j\propto x_i\), with the same constant for A and B. Forces proportional to \(1/\nu_A\) and \(1/\nu_B\) then satisfy the steady condition (9), which is the content of (10). At fixed jump rates, correlation leaves (12) and (13) unchanged. The rise of 15% is the correction needed when the value 3 comes from tracer data, because a tracer ratio of 3 implies a larger ratio of jump rates.

### Vacancies are sufficient but not necessary

Suppose instead that cations move as doubly charged interstitials, compensated by electrons. Let \(I\) be the interstitial fraction and \(n\) the electron fraction. Forming an interstitial from the oxide releases half an oxygen molecule, so \(In^2\sqrt p\) is constant. With \(n=2I\) this gives \(I\propto p^{-1/6}\), or \(w=e^{-u/3}\), where \(w\) now denotes the relative interstitial fraction.

Electron equilibrium requires \(\ln n-e\phi/k_BT\) to be constant, so \(e\phi'/k_BT=(\ln w)'\). Let A and B be shared between interstitial and normal sites in a constant proportion. Diffusion and drift of the ions then give

\[
j_i=-cD_iwx_i\left[(\ln x_i)'+3(\ln w)'\right]
=-cD_iwx_i\left[(\ln x_i)'-u'\right]. \tag{25}
\]

This is (7) again. The sign and the law (13) survive although the defect gradient is reversed. What changes is the distribution in space. By (15), the thickness belonging to a step \(du\) is proportional to \(w/[x+\beta(1-x)]\). Interstitials give more weight to the low-oxygen end, where \(x\) is small, so \(x\) must be higher at each pressure to keep the same mean. The end values become 0.262 and 0.795.

### How far neglected effects move the result

The following differences in A fraction hold for the same pressures, mean composition and \(\beta=3\), with one feature changed at a time.

| Changed feature | Difference | Relative change |
|---|---:|---:|
| None | 0.504 | – |
| Flux cross terms, tracer ratio 3 | 0.581 | +15% |
| Non-ideal mixing | 0.580 | +15% |
| Vacancies vary with \(x\) | 0.464 | −8% |
| Singly charged vacancies | 0.496 | −2% |
| Interstitials | 0.533 | +6% |

For non-ideal mixing, a regular solution with interaction energy \(W=0.05\) eV has \(\ln a_{AO}=\ln x+W(1-x)^2/k_BT\). Differentiation and multiplication by \(x\) give \(\Gamma=1-2Wx(1-x)/k_BT\). With \(k_BT=0.129\) eV this is 0.81 at \(x=0.5\). Such a mixture resists a composition gradient less strongly, and by (22) the slope grows as \(1/\Gamma\).

In the third variant the vacancy fraction also contains a factor \(e^{4x}\), which is 55 times larger in pure AO than in pure BO. The form of (7) with \(3(\ln w)'\) relied on a constant \(K\) and no longer applies, but the forces are still those of (20). In the limit of few vacancies the activities in (20) remain ideal. The factor then multiplies both fluxes alike and cancels from (11), but it gives more thickness to the A-rich side. Conservation lowers the A fraction at both faces, to 0.185 and 0.649. These values belong to that limit: at a finite vacancy fraction, its dependence on \(x\) also changes the activities of AO and BO, which is neglected here. With \(V=0.005\) at the air face this would raise the difference from 0.464 to about 0.47.

A singly charged vacancy is a doubly charged one with a hole bound to it. Now \(Vh\propto\sqrt p\) and \(h=V\), so \(w=e^{u/2}\). The hole moves with the vacancy, and each jump carries one unit of charge. The vacancy gradient and the field contribute \((\ln w)'\) each, and their sum is again \(u'\). The steeper \(w\) shifts weight slightly towards the air side.

Hole conduction must dominate for (6) to hold. With \(V=0.005\) at the air face and a hole mobility of 0.3 cm²/Vs, both rough values, the ratio of ionic to hole conductivity there is

\[
\frac{4(8.2\times10^{-9})}{2(0.005)(0.3)(0.129)}\simeq8\times10^{-5}.
\]

The numerator contains \(xD_A+(1-x)D_B\) in cm²/s, and the factor 4 is the square of the ionic charge. The force lost in driving the holes is of this relative size, so it may be neglected.

The surfaces must also exchange oxygen fast enough. A cubic cell edge of 0.42 nm holds four cations, so \(c=5.4\times10^{22}\) cm⁻³, and the lattice gains \(cv=8.7\times10^{15}\) oxygen atoms per cm² and second at the air face. The same number leaves at the lean face, where \(2.6\times10^{20}\) molecules strike each cm² per second. An exchange probability of \(1.7\times10^{-5}\) per striking atom would just match this flux. The probability must be well above that value if the surface is to stay near equilibrium with the lean gas. Otherwise part of the pressure ratio is lost at the surface, and the wall demixes less.

### The model wall and real ceramics

The example has the geometry of a dense ceramic wall between air and a lean gas. Its diffusivity and vacancy fraction are rough choices for a transition-metal monoxide rich in cation vacancies at high temperature. At \(V=0.005\) the defects are not truly dilute: for a relative permittivity near 10 the Debye length is about 0.2 nm, shorter than the cell edge, so vacancies and holes interact and associate. The exponent 1/6 in (3), and with it \(w_l\) and the velocity, are then idealisations. The law (13) does not contain \(w\), and the singly charged variant shows that the end compositions depend only weakly on the exponent. In oxides with few mobile cations, \(D_A\) can be smaller by orders of magnitude. If the oxygen ions are much less mobile still, as the model assumes, the final composition at fixed \(\beta\), pressures and thickness is unchanged, but the time grows as \(1/D_A\): a diffusivity of \(10^{-12}\) cm²/s turns 26 h into about 30 years. In many such oxides, however, oxygen ions are the faster species. They then set the profile of the oxygen potential, and the end compositions calculated here no longer apply. Real mixtures depart from ideal mixing, and a \(\beta\) taken from tracer data needs the cross terms of (24); each of these moves the difference by about 15% for the values used in the table. Real walls are also polycrystalline. If grain boundaries raised both diffusivities by the same constant factor, the wall would demix sooner by that factor, to the same composition. A different factor for each cation would change \(\beta\), and that effect is not estimated here.

Within the model, thickness does not affect the final compositions, since \(\ell\) is absent from (13) and (17). The time to reach them scales as \(\ell^2\). Making a wall thinner at fixed pressures therefore brings demixing on sooner, as long as surface exchange keeps pace with an oxygen flux that grows as \(1/\ell\). In the ideal model, with the mean composition, the type of defect and the identity of the faster cation held fixed, the final difference becomes smaller when the pressure ratio is reduced or the diffusivities are closer.

The result fails if cations evaporate, because the faces are then no longer closed, and if the composition at a face leaves the range in which the single phase is stable. A new phase would form there, with its own diffusivities and boundary conditions. The numerical output lists the values used in both parts.

## Computed results

```
temperature: 1500 K; kT: 0.1293 eV
oxygen pressure, high and low side: 160, 1.6 Torr
wall thickness: 500 um
D_A/D_B: 3.0; mean A fraction: 0.50
D_A at high-oxygen side: 1.0e-08 cm2/s
vacancy site fraction at high-oxygen side: 0.0050
vacancy fraction, low side / high side: 0.4642
span of u = 0.5 ln(p_high/p_low): 2.3026
A fraction at low-oxygen surface: 0.2211
A fraction at high-oxygen surface: 0.7251
difference of A fraction: 0.5041
linear estimate of difference: 0.5756
profile: position from low side (um), pressure (Torr), A fraction
      0      1.60  0.2211
    125      9.56  0.3732
    250     32.46  0.5149
    375     79.68  0.6330
    500    160.00  0.7251
scaled velocity v*thickness/D_A: 0.8038
crystal velocity: 5.787 um/h
time to move one thickness: 86.4 h
time to 90% of final difference: 26.0 h
hopping model, A fraction low, high: 0.2212, 0.7252
hopping model, scaled velocity: 0.8039
hopping model, largest profile deviation: 9.0e-05
hopping model, spread of ln(constant in law): 1.3e-03
equal mobilities, spread of A fraction: 0.0e+00
D_A/D_B = 1/3, A fraction low, high: 0.7788, 0.2748
variants: A fraction low, high, difference
  flux cross terms: 0.1807, 0.7613, 0.5806
  non-ideal mixing: 0.1822, 0.7621, 0.5799
  vacancies vary with x: 0.1851, 0.6490, 0.4638
  singly charged vacancies: 0.2127, 0.7088, 0.4960
  interstitial transport: 0.2623, 0.7948, 0.5325
mixing energy: 0.050 eV; gamma at x=0.5: 0.807
variant slope d ln(vacancy fraction)/dx: 4.0
fcc correlation factor used: 0.7815
Monte Carlo, jump-rate ratio A/B: 3.0
Monte Carlo, tracer diffusivity ratio: 2.360
Monte Carlo, drift velocity ratio: 2.402
L_AA, L_BB, simulated/Manning: 1.031, 1.015
L_AB/sqrt(L_AA L_BB), simulated: 0.108
L_AB/sqrt(L_AA L_BB), Manning: 0.112
hole mobility: 0.3 cm2/Vs
ionic/hole conductivity, high side: 8.4e-05
cubic cell edge: 0.42 nm
oxygen atoms built in: 8.68e+15 per cm2 s
O2 impingement at low side: 2.57e+20 per cm2 s
needed reaction probability: 1.7e-05
```
